\section*{Transverse Conductivity of a Degenerate Two-Dimensional Gas at Finite Wavevector, part 1}

(Sections cited here and not found follow in the second part.)

\section{The reduction factor from the Boltzmann equation}

\subsection{Where the local law fails}

Ohm's law in its local form, $j(x)=\sigma_0E(x)$, assumes that an electron loses its momentum before it has moved far enough to feel a different field. In a channel of high mobility this can fail badly. For the quantum well worked out below, the mean free path is $1.17\,\mu$m. In a transverse field of period $2\,\mu$m the local law then gives a sheet conductivity of $8.0$ mS, where the Boltzmann equation gives $3.3$ mS. Current and dissipated power at a given field are both too large by a factor of $2.4$.

The electrons fill a two-dimensional isotropic band with two spin states and one valley. The charge of an electron is $-e$, its mass is $m$, and the sheet density is $n$. The gas is degenerate, $k_BT\ll E_F$, with Fermi wavevector $k_F$ and Fermi velocity $v_F=\hbar k_F/m$. The total electric field, including any field made by the gas itself, lies in the plane and is perpendicular to its wavevector:
\begin{equation}
\mathbf E=\hat{\mathbf y}\,E\,e^{i(qx-\omega t)},\qquad q>0 .
\label{eq:field}
\end{equation}
The semiclassical description requires $q\ll k_F$. With a relaxation time $\tau$ and mean free path $l=v_F\tau$, the result to be derived is
\begin{equation}
\sigma_T(q)=\sigma_0F(ql),\qquad F(a)=\frac{2}{1+\sqrt{1+a^2}},\qquad \sigma_0=\frac{ne^2\tau}{m}.
\label{eq:result}
\end{equation}

The word ``static'' needs care here. A transverse field has a curl, so a magnetic field that changes in time goes with it. If the electric field were held constant, the magnetic field would grow without limit. The $z$ component of Faraday's law, $\partial_xE_y=-\partial_tB_z$, gives $iqE=i\omega B$, or
\begin{equation}
B=\frac{q}{\omega}E .
\label{eq:faraday}
\end{equation}
Equation (\ref{eq:result}) is therefore a low-frequency conductivity. The upper limit on the frequency is found at the end of this half and the lower limit in the next.

\subsection{Linearisation}

The distribution $f(x,\mathbf p,t)$ obeys
\begin{equation}
\partial_tf+\mathbf v\cdot\nabla f-e(\mathbf E+\mathbf v\times\mathbf B)\cdot\frac{\partial f}{\partial\mathbf p}
=-\frac{f-f_{\rm loc}}{\tau}.
\label{eq:boltz}
\end{equation}
Collisions destroy momentum but keep the number of electrons at each point. They must therefore drive $f$ towards $f_{\rm loc}$, the equilibrium distribution with the actual local density, and not towards the uniform equilibrium $f_0(\varepsilon)$.

Write the deviation as
\begin{equation}
f=f_0+\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\phi(\theta)\,e^{i(qx-\omega t)},
\label{eq:phi}
\end{equation}
where $\theta$ is the angle between $\mathbf v$ and $\hat{\mathbf x}$. The factor in brackets confines the deviation to the Fermi circle, so $\phi$ is needed there alone. Angular averages are written
\begin{equation}
\langle g\rangle=\frac{1}{2\pi}\int_0^{2\pi}g(\theta)\,d\theta .
\end{equation}
A shift $\delta\mu$ of the local chemical potential changes $f_0$ by $(-\partial f_0/\partial\varepsilon)\,\delta\mu$. It carries the same density as $\phi$ if $\delta\mu=\langle\phi\rangle$. The right side of (\ref{eq:boltz}) is then $-(-\partial f_0/\partial\varepsilon)(\phi-\langle\phi\rangle)/\tau$.

In the force term, $E$ and $B$ are already of first order, so $f$ is replaced by $f_0$. Since $\partial f_0/\partial\mathbf p=\mathbf v\,\partial f_0/\partial\varepsilon$, the magnetic part is proportional to $(\mathbf v\times\mathbf B)\cdot\mathbf v=0$. The magnetic field of (\ref{eq:faraday}) thus has no effect in linear order. The electric part is
\begin{equation}
-eEv_y\frac{\partial f_0}{\partial\varepsilon}
=+eEv_F\sin\theta\left(-\frac{\partial f_0}{\partial\varepsilon}\right).
\end{equation}
Every term now carries the factor $-\partial f_0/\partial\varepsilon$. Dividing it out and multiplying by $\tau$ gives
\begin{equation}
(s+ia\cos\theta)\,\phi-\langle\phi\rangle=-eE\tau v_F\sin\theta,
\qquad s=1-i\omega\tau,\quad a=ql .
\label{eq:lin}
\end{equation}
The term $ia\cos\theta$ comes from $v_x\partial_x$. It measures how much phase of the field an electron crosses in one relaxation time.

\subsection{Number conservation}

Set $s=1$ for the low-frequency limit. Solving (\ref{eq:lin}) for $\phi$ and averaging gives
\begin{equation}
\langle\phi\rangle\left[1-\left\langle\frac{1}{1+ia\cos\theta}\right\rangle\right]
=-eE\tau v_F\left\langle\frac{\sin\theta}{1+ia\cos\theta}\right\rangle .
\label{eq:number}
\end{equation}
The average on the right vanishes, because $\theta\to-\theta$ reverses its sign. The average on the left has no imaginary part, since $\theta\to\pi-\theta$ reverses $\cos\theta$. Its real part, $\langle1/(1+a^2\cos^2\theta)\rangle$, is below one for $a>0$. The square bracket is not zero, and so $\langle\phi\rangle=0$. A transverse field piles up no charge, and number conservation does not change its conductivity.

This is special to the transverse case. For a field along $\hat{\mathbf x}$ the source is proportional to $\cos\theta$. Averaging the conserving equation at $\omega=0$ then leaves $ia\langle\cos\theta\,\phi\rangle=0$: the static longitudinal current vanishes, as the continuity equation demands. If the term $\langle\phi\rangle$ were dropped, one would find instead a current of $0.152$ times the local value at $ql=3$.

\subsection{The current and the angular integral}

With $\langle\phi\rangle=0$ the solution is
\begin{equation}
\phi=-eE\tau v_F\,\frac{\sin\theta}{1+ia\cos\theta}.
\label{eq:sol}
\end{equation}
The number of states per area and energy, both spins included, follows from $p\,dp=m\,d\varepsilon$:
\begin{equation}
D\,d\varepsilon=2\,\frac{2\pi p\,dp}{(2\pi\hbar)^2}=\frac{m}{\pi\hbar^2}\,d\varepsilon .
\label{eq:dos}
\end{equation}
The current density is $-e$ times the sum of $v_y=v_F\sin\theta$ over the deviation. At low temperature $\int(-\partial f_0/\partial\varepsilon)\,d\varepsilon=1$, and hence
\begin{equation}
j_y=-eDv_F\langle\sin\theta\,\phi\rangle
=e^2\tau Dv_F^2E\left\langle\frac{\sin^2\theta}{1+ia\cos\theta}\right\rangle .
\end{equation}
The two minus signs, one from the charge in the current and one from the charge in the force, cancel. Because $D$ is constant, $n=DE_F=Dmv_F^2/2$, so that $Dv_F^2=2n/m$. The conductivity is therefore $\sigma_0F$ with
\begin{equation}
F(a)=2\left\langle\frac{\sin^2\theta}{1+ia\cos\theta}\right\rangle
=2\left\langle\frac{\sin^2\theta}{1+a^2\cos^2\theta}\right\rangle .
\label{eq:Fdef}
\end{equation}
In the second form the fraction has been multiplied above and below by $1-ia\cos\theta$. The imaginary part is odd in $\cos\theta$ and averages to zero.

To evaluate (\ref{eq:Fdef}), use the identity $a^2\sin^2\theta=(1+a^2)-(1+a^2\cos^2\theta)$. It gives
\begin{equation}
a^2F=2\left[(1+a^2)I-1\right],\qquad
I=\left\langle\frac{1}{1+a^2\cos^2\theta}\right\rangle .
\label{eq:split}
\end{equation}
The four quadrants contribute equally to $I$. With $t=\tan\theta$, $\cos^2\theta=1/(1+t^2)$ and $d\theta=dt/(1+t^2)$,
\begin{equation}
I=\frac{2}{\pi}\int_0^{\pi/2}\frac{d\theta}{1+a^2\cos^2\theta}
=\frac2\pi\int_0^\infty\frac{dt}{1+a^2+t^2}=\frac{1}{\sqrt{1+a^2}} .
\label{eq:I}
\end{equation}
Inserting this in (\ref{eq:split}) and multiplying above and below by $\sqrt{1+a^2}+1$ gives
\begin{equation}
F=\frac{2(\sqrt{1+a^2}-1)}{a^2}
=\frac{2\left[(1+a^2)-1\right]}{a^2(\sqrt{1+a^2}+1)}
=\frac{2}{1+\sqrt{1+a^2}},
\label{eq:F}
\end{equation}
which is (\ref{eq:result}). The last form is also the safer one for numbers, since it does not subtract nearly equal quantities at small $a$. The factor is $0.998$ at $ql=0.1$, $0.828$ at $1$, $0.481$ at $3$ and $0.181$ at $10$. A finite-difference solution of the Boltzmann equation in real space, with 200 points per period and 64 directions, gives $0.48056$ at $ql=3$; the formula gives $0.48051$.

\subsection{Memory along straight paths}

The same result can be read in real space. Between collisions an electron at $x$ with direction $\theta$ has come along a straight line. A time $s'\tau$ earlier it was at $x-s'l\cos\theta$, and the chance that it has not been scattered since is $e^{-s'}$. The denominator in (\ref{eq:sol}) is the sum over these earlier times:
\begin{equation}
\frac{1}{1+ia\cos\theta}=\int_0^\infty e^{-s'}e^{-ias'\cos\theta}\,ds' .
\label{eq:memory}
\end{equation}
Each electron thus responds to an average of the field along its past path. For a field of any shape $E(x)$ the current is $j(x)=\int K(x-x')E(x')\,dx'$, with
\begin{equation}
K(x)=2\sigma_0\left\langle\sin^2\theta\int_0^\infty e^{-s'}\,\delta(x-s'l\cos\theta)\,ds'\right\rangle .
\label{eq:kernel}
\end{equation}
The total weight of the kernel is $2\sigma_0\langle\sin^2\theta\rangle=\sigma_0$, so a uniform field gives the local law. Its second moment uses $\int_0^\infty s'^2e^{-s'}ds'=2$ and $\langle\sin^2\theta\cos^2\theta\rangle=1/8$:
\begin{equation}
\int x^2K(x)\,dx=4\sigma_0l^2\langle\sin^2\theta\cos^2\theta\rangle=\tfrac12\sigma_0l^2 .
\label{eq:moment}
\end{equation}

\subsection{Long and short waves}

For $a\ll1$, $\sqrt{1+a^2}\approx1+a^2/2$, and (\ref{eq:F}) becomes
\begin{equation}
F\approx\frac{2}{2+a^2/2}\approx1-\frac{a^2}{4}.
\label{eq:small}
\end{equation}
This agrees with (\ref{eq:moment}), because expanding $e^{-iqx}$ under the integral over $K$ gives the correction $-\tfrac12q^2\cdot\tfrac12\sigma_0l^2$. The local law fails first at second order in $ql$.

For $a\gg1$, expansion in $1/a$ gives
\begin{equation}
F\approx\frac2a\left(1-\frac1a\right).
\label{eq:large}
\end{equation}
In the leading term the relaxation time cancels between $\sigma_0$ and $a=qv_F\tau$. With $n=k_F^2/2\pi$ and $mv_F=\hbar k_F$,
\begin{equation}
\sigma_T\to\frac{2ne^2}{mv_Fq}=\frac{e^2k_F}{\pi\hbar q}=\frac{2e^2}{h}\,\frac{k_F}{q}.
\label{eq:ballistic}
\end{equation}
In this limit a cleaner sample no longer conducts better. The approach to the limit is slow, with a relative correction of $1/a$.

The reason lies in which electrons carry the current. Put $u=\cos\theta$ in (\ref{eq:Fdef}), so that $\sin^2\theta\,d\theta$ becomes $\sqrt{1-u^2}\,du$ in magnitude. The share carried by directions with $|\cos\theta|<1/a$ is
\begin{equation}
S(a)=\frac{\int_0^{1/a}\sqrt{1-u^2}\,(1+a^2u^2)^{-1}du}{\int_0^{1}\sqrt{1-u^2}\,(1+a^2u^2)^{-1}du}
\;\to\;\frac{\pi/4}{\pi/2}=\frac12\qquad(a\to\infty).
\label{eq:share}
\end{equation}
The limit follows with $w=au$, which turns both integrals into $a^{-1}\int dw/(1+w^2)$, up to $w=1$ and up to infinity. These electrons cross less than one radian of the field's phase in a time $\tau$. They fill an angular range proportional to $1/\tau$ and gain momentum for a time $\tau$, so their contribution does not depend on $\tau$.

\subsection{Upper limit on the frequency}

At finite frequency $s=1-i\omega\tau$ replaces the $1$ in the denominator of (\ref{eq:sol}); the average $\langle\phi\rangle$ still vanishes by the symmetry $\theta\to-\theta$. Taking $s$ out of the denominator gives $F_\omega(a)=s^{-1}F(a/s)$, or
\begin{equation}
F_\omega=\frac{2}{s+\sqrt{s^2+a^2}},
\label{eq:Fw}
\end{equation}
where the root has a positive real part and so joins smoothly to $\omega=0$. Its derivative is
\begin{equation}
\frac{dF_\omega}{ds}=-\frac{2\,(1+s/\sqrt{s^2+a^2})}{(s+\sqrt{s^2+a^2})^2}
=-\frac{F_\omega}{\sqrt{s^2+a^2}} .
\end{equation}
Since $s-1=-i\omega\tau$, to first order
\begin{equation}
F_\omega\approx F\left(1+\frac{i\omega\tau}{\sqrt{1+a^2}}\right).
\label{eq:Fw1}
\end{equation}
The low-frequency form requires $\omega\tau\ll\sqrt{1+a^2}$. For long waves this is $\omega\tau\ll1$. For short waves it becomes $\omega\ll qv_F$: the field must change little while an electron crosses one radian of its phase.

\section{Unequal relaxation, the lower frequency limit, and a quantum well}

\subsection{Symbols and results carried over}

The field $E_y\propto e^{i(qx-\omega t)}$ acts on a degenerate two-dimensional gas of density $n=k_F^2/2\pi$ and charge $-e$. The angle $\theta$ is measured from $\mathbf q$, $\langle\cdot\rangle$ is the mean over $\theta$, $l=v_F\tau$ and $a=ql$. If every angular harmonic of the disturbance decays at the rate $1/\tau$, the conductivity is $\sigma_0F$ with $\sigma_0=ne^2\tau/m$ and $F=2/(1+\sqrt{1+a^2})$, from (\ref{eq:F}). The field is accompanied by a magnetic field $B=qE/\omega$, from (\ref{eq:faraday}), and the frequency must satisfy $\omega\tau\ll\sqrt{1+a^2}$, from (\ref{eq:Fw1}).

For a single relaxation time, the Boltzmann equation gives the low-frequency transverse conductivity $\sigma_0F(ql)$ with $F(a)=2/(1+\sqrt{1+a^2})$, valid for $\omega\tau\ll\sqrt{1+a^2}$. What remains is to treat harmonics that decay at different rates, to estimate the lower limit on the frequency, and to apply the result to an InGaAs quantum well.

All numerical values are calculated from the stated model.
